# Why the second Ga–C bond of trimethylgallium is the weakest: a program that tests the result

```python
"""Why the second Ga-C bond of trimethylgallium is the weakest.

Result under test: D2 < D1 and D2 < D3, where Dk is the electronic energy for
removing the k-th methyl from Ga(CH3)3. The cause under test is the closing of
a 4s-like electron pair on Ga when GaCH3 is formed:
    D2 = D2_hs - R
D2_hs : second dissociation energy if GaCH3 is left in its triplet state
R     : triplet minus singlet energy of GaCH3 (re-pairing energy)
P     : quartet (4s 4p^2) minus doublet (4s^2 4p) energy of the Ga atom
w     : probability that both spins occupy the free-atom 4s orbital
Methyl series: density-fitted HF + MP2, def2-SVP without p functions on methyl
hydrogens, frozen cores (Ga 3d frozen), fixed structures.
Hydrides of Ga and B: conventional integrals, full def2-SVP, MP2 and CCSD.
Lengths are in bohr and energies in hartree unless a label says otherwise.
"""
import os
for variable in ("OMP_NUM_THREADS", "OPENBLAS_NUM_THREADS", "MKL_NUM_THREADS"):
    os.environ[variable] = "1"
import numpy as np
from scipy import constants
from pyscf import gto, scf, cc, lib

lib.num_threads(1)
BASIS = "def2-svp"
H_S_ONLY = [shell for shell in gto.basis.load(BASIS, "H") if shell[0] == 0]
CORE_ORBITALS = {"Ga": 14, "B": 1, "C": 1, "H": 0}
KJ = constants.value("Hartree energy") * constants.N_A / 1000.0
CH_BOUND, CH_FREE, GA_C_H_ANGLE = 2.07, 2.04, 111.0
GA_C, ANGLE = 3.78, 120.0
X_H = {"Ga": 3.05, "B": 2.28}
spin_errors, core_gaps = [], []


def show(text):
    print(text, flush=True)


def geometry(center, ligand, count, r, angle=ANGLE):
    """Central atom at the origin, ligands in the xy plane."""
    atoms = [(center, (0.0, 0.0, 0.0))]
    degrees = {0: [], 1: [0.0], 2: [-angle / 2, angle / 2],
               3: [0.0, 120.0, 240.0]}[count]
    z = np.array([0.0, 0.0, 1.0])
    tilt = np.radians(GA_C_H_ANGLE)
    for phi in np.radians(degrees):
        u = np.array([np.cos(phi), np.sin(phi), 0.0])
        if ligand == "H":
            atoms.append(("H", tuple(r * u)))
            continue
        t = np.cross(z, u)
        atoms.append(("C", tuple(r * u)))
        for turn in np.radians([0.0, 120.0, 240.0]):
            side = np.cos(turn) * t + np.sin(turn) * z
            h = r * u + CH_BOUND * (-np.cos(tilt) * u + np.sin(tilt) * side)
            atoms.append(("H", tuple(h)))
    return atoms


def make_molecule(atoms, spin):
    symbols = {a[0] for a in atoms}
    basis = {s: BASIS for s in symbols}
    if "C" in symbols:
        basis["H"] = H_S_ONLY
    return gto.M(atom=atoms, unit="Bohr", basis=basis, spin=spin, verbose=0)


def converge(mf, guess=None):
    mf.conv_tol = 1e-7
    mf.max_cycle = 60
    mf.kernel(dm0=guess)
    if not mf.converged:
        mf.level_shift = 0.3
        mf.max_cycle = 150
        mf.kernel(dm0=mf.make_rdm1())
    assert mf.converged
    return mf


def mp2_energy(atoms, spin, guess=None):
    """Total HF + MP2 energy from density-fitted integrals."""
    mol = make_molecule(atoms, spin)
    closed = spin == 0
    method = scf.RHF(mol) if closed else scf.UHF(mol)
    mf = converge(method.density_fit(auxbasis="def2-universal-jkfit"), guess)
    coeff = [mf.mo_coeff] * 2 if closed else mf.mo_coeff
    eps = [mf.mo_energy] * 2 if closed else mf.mo_energy
    if not closed:
        spin_errors.append(abs(mf.spin_square()[0] - spin / 2 * (spin / 2 + 1)))
    frozen = sum(CORE_ORBITALS[a[0]] for a in atoms)
    core_gaps.append(eps[0][frozen] - eps[0][frozen - 1])
    packed = np.vstack([np.array(block) for block in mf.with_df.loop()])
    three = lib.unpack_tril(packed)
    fitted, e_occ, e_vir = [], [], []
    for s in (0, 1):
        n = mol.nelec[s]
        e_occ.append(eps[s][frozen:n])
        e_vir.append(eps[s][n:])
        if s == 1 and closed:
            fitted.append(fitted[0])
            continue
        half = np.matmul(three, coeff[s][:, frozen:n])
        full = np.matmul(half.transpose(0, 2, 1), coeff[s][:, n:])
        fitted.append(np.ascontiguousarray(full.transpose(1, 0, 2)))
    corr = 0.0
    for s1, s2 in ((0, 0), (1, 1), (0, 1)):
        if closed and (s1, s2) == (1, 1):
            continue
        weight = 2.0 if closed and s1 == s2 else 1.0
        vir = e_vir[s1][:, None] + e_vir[s2][None, :]
        for i in range(len(e_occ[s1])):
            for j in range(i if s1 == s2 else len(e_occ[s2])):
                g = fitted[s1][i].T @ fitted[s2][j]
                den = e_occ[s1][i] + e_occ[s2][j] - vir
                if s1 == s2:
                    corr += weight * 0.5 * np.sum((g - g.T) ** 2 / den)
                else:
                    corr += np.sum(g ** 2 / den)
    return mf.e_tot + corr, mf


def relaxation(down, middle, up):
    """Energy from the middle point to the minimum of a parabola."""
    curvature = up - 2 * middle + down
    assert curvature > 0
    return (up - down) ** 2 / (8 * curvature)


def bond_energies(e, ligand_energy):
    """e: energies keyed by ligand count; 't' is the one-ligand triplet."""
    d1 = e[2] + ligand_energy - e[3]
    d2 = e[1] + ligand_energy - e[2]
    d3 = e[0] + ligand_energy - e[1]
    return {"D1": d1, "D2": d2, "D3": d3,
            "D2_hs": e["t"] + ligand_energy - e[2],
            "R": e["t"] - e[1], "depth": (d1 + d3) / 2 - d2}


def orbital_occupations(mf, orbital):
    """Alpha and beta occupation of an orbital centred on the first atom."""
    overlap = mf.get_ovlp()
    padded = np.zeros(overlap.shape[0])
    padded[:len(orbital)] = orbital
    dm = np.asarray(mf.make_rdm1())
    if dm.ndim == 2:
        dm = np.array([dm / 2, dm / 2])
    v = overlap @ padded
    return np.array([v @ d @ v for d in dm])


show(f"Fixed Ga-C length: {GA_C:.2f} bohr")
show(f"Fixed C-Ga-C and H-X-H angle in XR2: {ANGLE:.1f} degree")
show(f"Fixed C-H length, bound and free methyl: "
     f"{CH_BOUND:.2f}, {CH_FREE:.2f} bohr")
show(f"Fixed Ga-C-H angle: {GA_C_H_ANGLE:.1f} degree")
show(f"Fixed Ga-H and B-H lengths: {X_H['Ga']:.2f}, {X_H['B']:.2f} bohr")

# Gallium atom and free methyl
e_ga, mf_ga = mp2_energy(geometry("Ga", "H", 0, 0.0), 1)
e_ga_quartet, mf_quartet = mp2_energy(geometry("Ga", "H", 0, 0.0), 3)
promotion = e_ga_quartet - e_ga
methyl = [("C", (0.0, 0.0, 0.0))]
for a in np.radians([0.0, 120.0, 240.0]):
    methyl.append(("H", (CH_FREE * np.cos(a), CH_FREE * np.sin(a), 0.0)))
e_methyl = mp2_energy(methyl, 1)[0]
show(f"Ga doublet: E = {e_ga:.5f} hartree")
show(f"Ga quartet: E = {e_ga_quartet:.5f} hartree")
show(f"Methyl radical: E = {e_methyl:.5f} hartree")

# Gallium methyls
e_me, mf_me = {0: e_ga}, {0: mf_ga, "q": mf_quartet}
for key, count, spin, name in ((1, 1, 0, "GaMe singlet"),
                               ("t", 1, 2, "GaMe triplet"),
                               (2, 2, 1, "GaMe2"), (3, 3, 0, "GaMe3")):
    e_me[key], mf_me[key] = mp2_energy(geometry("Ga", "CH3", count, GA_C), spin)
    show(f"{name}: E = {e_me[key]:.5f} hartree")
D = bond_energies(e_me, e_methyl)
for key in ("D1", "D2", "D3", "D2_hs", "R"):
    show(f"GaMe3 series {key}: {D[key]:.4f} hartree"
         f" = {D[key] * KJ:.0f} kJ/mol")
show(f"Atomic promotion P: {promotion:.4f} hartree"
     f" = {promotion * KJ:.0f} kJ/mol")
show(f"Ratio R/P: {D['R'] / promotion:.3f}")
show(f"Threshold D2_hs - D1: {D['D2_hs'] - D['D1']:.4f} hartree")
show(f"Threshold D2_hs - D3: {D['D2_hs'] - D['D3']:.4f} hartree")
show(f"GaMe3 series depth: {D['depth']:.4f} hartree")

# Occupation of the free-atom 4s orbital (highest occupied beta orbital)
phi_4s = mf_ga.mo_coeff[1][:, mf_ga.mol.nelec[1] - 1]
occ = {k: orbital_occupations(mf, phi_4s) for k, mf in mf_me.items()}
pair = {k: occ[k][0] * occ[k][1] for k in (3, 2, 1, 0)}
pair_steps = [pair[2] - pair[3], pair[1] - pair[2], pair[0] - pair[1]]
for key, name in ((3, "GaMe3"), (2, "GaMe2"), (1, "GaMe singlet"),
                  ("t", "GaMe triplet"), (0, "Ga doublet"),
                  ("q", "Ga quartet")):
    show(f"4s occupation {name}: alpha {occ[key][0]:.3f}, "
         f"beta {occ[key][1]:.3f}, sum {occ[key].sum():.3f}")
show("4s pair probability w, GaMe3, GaMe2, GaMe, Ga: "
     + ", ".join(f"{pair[k]:.3f}" for k in (3, 2, 1, 0)))
show("Rise of w in cleavages 1, 2, 3: "
     + ", ".join(f"{x:.3f}" for x in pair_steps))

# Energy neglected by fixed structures, from two small molecules
guess = mf_me[1].make_rdm1()
stretch = [mp2_energy(geometry("Ga", "CH3", 1, GA_C + h), 0, guess)[0]
           for h in (-0.10, 0.10)]
relax_length = relaxation(stretch[0], e_me[1], stretch[1])
bend = [mp2_energy(geometry("Ga", "H", 2, X_H["Ga"], ANGLE + h), 1)[0]
        for h in (-8.0, 0.0, 8.0)]
relax_angle = relaxation(*bend)
structure_error = 3 * relax_length + relax_angle
show(f"Neglected relaxation, GaMe length: {relax_length:.5f} hartree")
show(f"Neglected relaxation, GaH2 angle: {relax_angle:.5f} hartree")

# Hydride controls with conventional integrals
e_hydrogen = converge(scf.UHF(make_molecule([("H", (0, 0, 0))], 1))).e_tot
mp2_series, ccsd_series, conventional = {}, {}, {}
for element in ("Ga", "B"):
    e_mp2, e_ccsd = {}, {}
    for key, count, spin in ((0, 0, 1), (1, 1, 0), ("t", 1, 2),
                             (2, 2, 1), (3, 3, 0)):
        mol = make_molecule(geometry(element, "H", count, X_H[element]), spin)
        mf = converge(scf.UHF(mol))
        solver = cc.UCCSD(mf, frozen=CORE_ORBITALS[element])
        solver.conv_tol = 1e-6
        solver.kernel()
        assert solver.converged
        e_mp2[key] = mf.e_tot + solver.emp2
        e_ccsd[key] = solver.e_tot
    conventional[element] = e_mp2
    mp2_series[element] = bond_energies(e_mp2, e_hydrogen)
    ccsd_series[element] = bond_energies(e_ccsd, e_hydrogen)
    for method, v in (("MP2", mp2_series[element]),
                      ("CCSD", ccsd_series[element])):
        show(f"{element} hydrides {method} D1, D2, D3: {v['D1']:.4f}, "
             f"{v['D2']:.4f}, {v['D3']:.4f} hartree")
        show(f"{element} hydrides {method} R, depth: {v['R']:.4f}, "
             f"{v['depth']:.4f} hartree")
M, C, B = mp2_series["Ga"], ccsd_series["Ga"], ccsd_series["B"]
method_shift = max(abs(C[k] - M[k]) for k in ("D1", "D2", "D3", "R"))

# Own fitted MP2 against conventional MP2, closed and open shell
fitted_gah = mp2_energy(geometry("Ga", "H", 1, X_H["Ga"]), 0)[0]
fitting_error = max(abs(fitted_gah - conventional["Ga"][1]),
                    abs(bend[1] - conventional["Ga"][2]))
show(f"Largest CCSD-MP2 shift, Ga hydrides: {method_shift:.4f} hartree")
show(f"Largest density-fitting error: {fitting_error:.5f} hartree")
show(f"Largest error of <S^2>: {max(spin_errors):.4f}")

# The second bond is the weakest, by more than the structural error
assert D["D2"] < D["D1"] and D["D2"] < D["D3"]
assert min(D["D1"], D["D3"]) - D["D2"] > structure_error
# Without re-pairing it would not be the weakest
assert D["D2_hs"] > min(D["D1"], D["D3"])
# The fragment recovers less than the atomic promotion energy
assert 0 < D["R"] < promotion
assert occ["t"].sum() > occ["q"].sum() + 0.1
# The 4s pair is restored mainly in the second cleavage
assert pair_steps[1] > pair_steps[0] and pair_steps[1] > pair_steps[2]
# Smaller re-pairing energy goes with a shallower minimum
assert B["R"] < C["R"]
assert B["depth"] < C["depth"]
# The ordering survives a better treatment of correlation
assert C["D2"] < C["D1"] and C["D2"] < C["D3"]
assert method_shift < 0.02
# Numerical soundness: fitting, spin purity, core separation
assert fitting_error < 2e-3
assert max(spin_errors) < 0.05
assert min(core_gaps) > 0.1
print("checks complete")
```

It prints:

```
Fixed Ga-C length: 3.78 bohr
Fixed C-Ga-C and H-X-H angle in XR2: 120.0 degree
Fixed C-H length, bound and free methyl: 2.07, 2.04 bohr
Fixed Ga-C-H angle: 111.0 degree
Fixed Ga-H and B-H lengths: 3.05, 2.28 bohr
Ga doublet: E = -1923.00345 hartree
Ga quartet: E = -1922.86834 hartree
Methyl radical: E = -39.62935 hartree
GaMe singlet: E = -1962.72981 hartree
GaMe triplet: E = -1962.65756 hartree
GaMe2: E = -2002.42172 hartree
GaMe3: E = -2042.17342 hartree
GaMe3 series D1: 0.1224 hartree = 321 kJ/mol
GaMe3 series D2: 0.0626 hartree = 164 kJ/mol
GaMe3 series D3: 0.0970 hartree = 255 kJ/mol
GaMe3 series D2_hs: 0.1348 hartree = 354 kJ/mol
GaMe3 series R: 0.0722 hartree = 190 kJ/mol
Atomic promotion P: 0.1351 hartree = 355 kJ/mol
Ratio R/P: 0.535
Threshold D2_hs - D1: 0.0124 hartree
Threshold D2_hs - D3: 0.0378 hartree
GaMe3 series depth: 0.0471 hartree
4s occupation GaMe3: alpha 0.802, beta 0.802, sum 1.604
4s occupation GaMe2: alpha 0.912, beta 0.718, sum 1.630
4s occupation GaMe singlet: alpha 0.963, beta 0.963, sum 1.927
4s occupation GaMe triplet: alpha 0.950, beta 0.588, sum 1.538
4s occupation Ga doublet: alpha 0.991, beta 1.000, sum 1.991
4s occupation Ga quartet: alpha 0.994, beta 0.000, sum 0.994
4s pair probability w, GaMe3, GaMe2, GaMe, Ga: 0.643, 0.655, 0.928, 0.991
Rise of w in cleavages 1, 2, 3: 0.012, 0.273, 0.063
Neglected relaxation, GaMe length: 0.00062 hartree
Neglected relaxation, GaH2 angle: 0.00000 hartree
Ga hydrides MP2 D1, D2, D3: 0.1234, 0.0676, 0.0964 hartree
Ga hydrides MP2 R, depth: 0.0662, 0.0423 hartree
Ga hydrides CCSD D1, D2, D3: 0.1279, 0.0666, 0.1019 hartree
Ga hydrides CCSD R, depth: 0.0720, 0.0483 hartree
B hydrides MP2 D1, D2, D3: 0.1670, 0.1386, 0.1229 hartree
B hydrides MP2 R, depth: 0.0300, 0.0063 hartree
B hydrides CCSD D1, D2, D3: 0.1713, 0.1312, 0.1282 hartree
B hydrides CCSD R, depth: 0.0428, 0.0186 hartree
Largest CCSD-MP2 shift, Ga hydrides: 0.0058 hartree
Largest density-fitting error: 0.00026 hartree
Largest error of <S^2>: 0.0126
checks complete
```
